# Counting Weyl Points under Time Reversal and Inversion

## The symmetry argument

Let two bands touch at $\mathbf k_0$, and let $\mathbf q=\mathbf k-\mathbf k_0$. To first order in $\mathbf q$, the Hamiltonian in the space of the two touching states is

$$H(\mathbf k_0+\mathbf q)=E_0+\mathbf w\cdot\mathbf q+\sum_{a,i}\sigma_a J_{ai}q_i ,\qquad \det J\neq 0. \tag{1}$$

This is a Weyl point. A unitary change of basis rotates the three Pauli matrices by a proper rotation, which leaves $\det J$ unchanged, so the sign of $\det J$ belongs to the point itself.

Inversion maps $\mathbf k$ to $-\mathbf k$ by a unitary operator. In the transported basis, the Hamiltonian at $-\mathbf k_0+\mathbf q$ is the one at $\mathbf k_0-\mathbf q$, so $J\to -J$ and, in three dimensions, $\det J\to-\det J$. Time reversal also maps $\mathbf k$ to $-\mathbf k$, but it conjugates the matrices as well, and $\sigma_y^*=-\sigma_y$. Hence $J\to-\,\mathrm{diag}(1,-1,1)\,J$, whose determinant is $(-1)^3(-1)\det J=+\det J$.

Inversion therefore pairs opposite signs and time reversal pairs equal ones. If the signs must also add up to zero over the Brillouin zone, an equal pair needs another equal pair to balance it, which makes four, provided that all touching points are of the form (1) and none lies at a momentum equivalent to its own negative. To prove this we need a charge defined for any isolated touching point, and the vanishing of its sum.

## Charge of a touching point

Consider non-interacting or mean-field electrons in a three-dimensional crystal. The Bloch Hamiltonian $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ acts on cell-periodic functions. Fix an integer $n$ and assume that bands $n$ and $n+1$ touch at finitely many isolated points, called nodes. Crossings among the lowest $n$ bands are allowed. Let $P(\mathbf k)=\sum_{m\le n}|u_m\rangle\langle u_m|$ and $Q=1-P$. Away from the nodes $P$ is smooth, and we define

$$F_{ij}=i\,\mathrm{tr}\,P[\partial_iP,\partial_jP],\qquad \Omega_a=\tfrac12\sum_{ij}\epsilon_{aij}F_{ij}. \tag{2}$$

This is the usual Berry curvature. Since $\langle\partial_ju_l|u_m\rangle=-\langle u_l|\partial_ju_m\rangle$,

$$\partial_jP|u_m\rangle=|\partial_ju_m\rangle-\sum_{l\le n}|u_l\rangle\langle u_l|\partial_ju_m\rangle=Q|\partial_ju_m\rangle ,$$

and therefore $F_{ij}=i\sum_m\left[\langle\partial_iu_m|Q|\partial_ju_m\rangle-(i\leftrightarrow j)\right]$. Now write $Q=1-P$. With $B^i_{lm}=\langle u_l|\partial_iu_m\rangle$, an anti-Hermitian matrix, the $P$ part contains $\sum_m\langle\partial_iu_m|P|\partial_ju_m\rangle=-\mathrm{tr}\,B^iB^j$. This is symmetric in $i,j$ and cancels. What remains is

$$F_{ij}=\partial_iA_j-\partial_jA_i,\qquad A_i=i\sum_{m\le n}\langle u_m|\partial_iu_m\rangle. \tag{3}$$

The charge of a node is the outward flux through a small sphere $S$ around it:

$$C=\frac1{2\pi}\oint_S\boldsymbol\Omega\cdot d\mathbf S. \tag{4}$$

It is an integer. On each hemisphere one can choose a smooth set of states. On the equator the two sets are related by a unitary matrix $g$, $u^N_m=\sum_lu^S_lg_{lm}$, with $\det g=e^{i\chi}$. Then $A^N=A^S+i\,\mathrm{tr}\,g^\dagger\partial g=A^S-\partial\chi$. By Stokes's theorem the total flux is $\oint(A^N-A^S)=-\Delta\chi$, with the minus sign of $A^S$ coming from the opposite boundary orientation of the southern hemisphere. Because $\det g$ is single-valued, $\Delta\chi$ is a multiple of $2\pi$.

For the Weyl point (1), set $d_a=\sum_iJ_{ai}q_i$. The lowest $n-1$ bands are separated from the touching pair, so their flux through a shrinking sphere tends to zero. The flux of band $n$ is that of the lower eigenstate of $\mathbf d\cdot\boldsymbol\sigma$. With $\theta,\varphi$ the angles of $\mathbf d$,

$$u=\begin{pmatrix}\sin(\theta/2)\\-e^{i\varphi}\cos(\theta/2)\end{pmatrix},\quad A_\theta=0,\quad A_\varphi=-\cos^2(\theta/2),\quad F_{\theta\varphi}=\partial_\theta A_\varphi=\tfrac12\sin\theta .$$

The flux over the sphere of directions of $\mathbf d$ is $\tfrac12\cdot4\pi=2\pi$. The linear map $J$ covers this sphere once, preserving orientation if $\det J>0$ and reversing it otherwise. Thus

$$C=\mathrm{sgn}\det J. \tag{5}$$

## The total charge is zero

Differentiating $P^2=P$ gives $(\partial P)P+P\,\partial P=\partial P$. Multiplying by $P$ on both sides gives $2P(\partial P)P=P(\partial P)P$, so $P(\partial P)P=0$. Multiplying instead by $Q$ on both sides gives $Q(\partial P)Q=0$. Each derivative of $P$ thus connects the range of $P$ with that of $Q$. From (2), $\Omega_a=i\sum\epsilon_{aij}\mathrm{tr}(P\,\partial_iP\,\partial_jP)$, and

$$\nabla\cdot\boldsymbol\Omega=i\sum_{aij}\epsilon_{aij}\,\mathrm{tr}(\partial_aP\,\partial_iP\,\partial_jP)=0. \tag{6}$$

The terms with second derivatives dropped out because $\partial_a\partial_iP$ is symmetric in its indices and $\epsilon_{aij}$ is antisymmetric. The remaining trace vanishes because a product of three operators that each exchange the two subspaces also exchanges them, and so has no diagonal part.

For a reciprocal lattice vector $\mathbf G$, $H(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}H(\mathbf k)e^{i\mathbf G\cdot\mathbf r}$. The unitary factor does not depend on $\mathbf k$, so it cancels in the trace (2) and $\boldsymbol\Omega(\mathbf k+\mathbf G)=\boldsymbol\Omega(\mathbf k)$. Choose a primitive cell of reciprocal space with no node on its faces, and remove a small ball around each node. Gauss's theorem with (6) gives

$$0=\oint_{\rm faces}\boldsymbol\Omega\cdot d\mathbf S-2\pi\sum_\alpha C_\alpha .$$

Opposite faces carry the same $\boldsymbol\Omega$ and opposite normals, so their fluxes cancel:

$$\sum_\alpha C_\alpha=0. \tag{7}$$

No symmetry beyond lattice periodicity was used. The same theorem applies to a slab bounded by planes spanned by two primitive reciprocal vectors (planes of fixed $k_z$ in a simple cubic lattice). The flux through one cell of such a plane, divided by $2\pi$, changes by the enclosed charge as the plane moves upward. After one period it must return to its initial value, which is (7) again.

## What the two symmetries do

**Time reversal.** Write $\Theta=UK$, with $U$ unitary and $K$ complex conjugation. Since $\Theta$ conjugates $e^{i\mathbf k\cdot\mathbf r}$, we have $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$ and $P(-\mathbf k)=UP(\mathbf k)^*U^\dagger$. Differentiation with respect to $\mathbf k$ gives $(\partial_iP)(-\mathbf k)=-U(\partial_iP(\mathbf k))^*U^\dagger$. The two minus signs in (2) cancel, leaving

$$F_{ij}(-\mathbf k)=i\left(\mathrm{tr}\,P[\partial_iP,\partial_jP]\right)^*_{\mathbf k}.$$

The commutator of two Hermitian operators is anti-Hermitian, so this trace is imaginary and conjugation reverses its sign. Hence

$$\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k). \tag{8}$$

The point $\mathbf k_0+\boldsymbol\rho$ on the sphere around $\mathbf k_0$ corresponds to $-\mathbf k_0-\boldsymbol\rho$ on the sphere around $-\mathbf k_0$, where the outward normal is $-\hat{\boldsymbol\rho}$. Curvature and normal both reverse, so the flux is the same:

$$C(-\mathbf k_0)=C(\mathbf k_0). \tag{9}$$

The sign of $\Theta^2$ did not enter.

**Inversion.** With the origin at an inversion centre, a $\mathbf k$-independent unitary $I$ gives $P(-\mathbf k)=IP(\mathbf k)I^\dagger$. The two signs from differentiation cancel and there is no conjugation, so

$$\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k),\qquad C(-\mathbf k_0)=-C(\mathbf k_0). \tag{10}$$

If $-\mathbf k_0$ equals $\mathbf k_0$ up to a reciprocal vector, then $C=-C=0$. A Weyl point has $|C|=1$ and cannot sit there. All Weyl points thus come in pairs of opposite charge at distinct momenta, and a single pair is allowed. The pairing satisfies (7) by itself.

If both symmetries hold, (8) and (10) give $\boldsymbol\Omega=0$ wherever the gap is open. Every isolated touching point is then neutral, and Weyl points are excluded.

## The multiple of four

The momenta with $-\mathbf k=\mathbf k$ up to a reciprocal vector are the time-reversal-invariant momenta (TRIMs); there are eight. Suppose that time reversal holds and that no node between bands $n$ and $n+1$ lies at a TRIM. The nodes then form pairs of distinct points with equal charge. The positive charges add up to an even number $2p$, and by (7) the negative ones add up to $-2p$. Therefore

$$\sum_\alpha|C_\alpha|=4p. \tag{11}$$

If all nodes are Weyl points, $|C_\alpha|=1$ and their number is $4p$: a multiple of four, and at least four if there are any. For higher charges the weighted sum is what (11) restricts. The charges $+2,+2,-1,-1,-1,-1$, for example, satisfy both pairing and (7) with six points.

The condition on the TRIMs matters. If the charges there add up to $S$, the generic positive charges to $2p$ and the generic negative ones to $-2r$, then (7) reads $2p-2r+S=0$, and

$$\sum_{\rm generic}|C_\alpha|=2p+2r=4p+S. \tag{12}$$

The rule for generic nodes survives if $S$ is a multiple of four and fails otherwise. For $\Theta^2=-1$, every level at a TRIM is evenly degenerate by Kramers's theorem. When $n$ is odd, bands $n$ and $n+1$ then touch at every TRIM, so the premise of (11) is not met. For even $n$ Kramers's theorem enforces no such touching, but space-group symmetry can still place one at a TRIM, so the premise has to be checked case by case.

The result also restricts how nodes disappear. By Gauss's theorem, nodes that merge leave behind their summed charge, so a Weyl point can vanish only together with opposite charge. If a positive and a negative Weyl point annihilate at a generic momentum, their partners do the same at the opposite momentum, and four points are lost. Two time-reversal partners meeting at a TRIM have total charge $\pm2$ and cannot annihilate each other.

## A lattice model with each symmetry in turn

Take a cubic lattice with constant $a$, two orbitals of opposite parity per site (matrices $\tau$) and spin (matrices $\sigma$). Energies are in units of a hopping $t$ and wavevectors in $1/a$. With $s_i=\sin k_i$,

$$H_0=M\tau_z+\tau_x(s_x\sigma_x+s_y\sigma_y+s_z\sigma_z),\quad M=3.4-\cos k_x-2\cos k_y-\cos k_z. \tag{13}$$

Time reversal is $i\sigma_yK$ and inversion is $\tau_z$; $H_0$ has both. Its matrices anticommute, so $E^2=M^2+s_x^2+s_y^2+s_z^2$. A zero would need all $s_i=0$ and $M=0$ together, but at the TRIMs $M=3.4\pm1\pm2\pm1$ never vanishes. The middle gap, $n=2$, is open throughout.

**Time reversal without inversion.** Add $\eta\tau_y\sigma_z$ with $\eta=0.8$. Both factors are odd under time reversal, so the product is even; it is odd under inversion because $\tau_z$ anticommutes with $\tau_y$. Let $A=\tau_x(s_x\sigma_x+s_y\sigma_y)$, $B=\eta\tau_y\sigma_z$ and $s_\perp^2=s_x^2+s_y^2$. The terms $M\tau_z$ and $s_z\tau_x\sigma_z$ anticommute with each other and with $A$ and $B$, whereas $A$ and $B$ commute. Thus

$$H^2=M^2+s_z^2+s_\perp^2+\eta^2+2AB,\qquad AB=\eta\tau_z(s_x\sigma_y-s_y\sigma_x).$$

The traceless matrix $AB$ squares to $\eta^2s_\perp^2$ and so has eigenvalues $\pm\eta s_\perp$, each twice. Since $\mathrm{tr}\,H=\mathrm{tr}(HAB)=0$, both signs of the energy occur in each eigenspace:

$$E^2=M^2+s_z^2+(s_\perp\pm\eta)^2. \tag{14}$$

The middle bands touch where $M=0$, $s_z=0$ and $s_\perp=\eta$. At $k_z=\pi$, $M=0$ would require $\cos k_x+2\cos k_y=4.4$, which exceeds the largest possible value, 3. At $k_z=0$, with $c=\cos k_y$, the conditions are

$$\cos k_x=2.4-2c,\qquad \cos^2k_x+c^2=2-0.64=1.36 .$$

Substitution gives $5c^2-9.6c+4.4=0$, or $c=(9.6\pm\sqrt{4.16})/10$. The upper sign gives $c>1$. The lower gives $c=0.75604$ and $\cos k_x=0.88792$, so $|k_x|=0.4780$ and $|k_y|=0.7136$. The four choices of sign are four nodes.

The spectrum also fixes $|\det J|$. Near a node the splitting gives $|J\mathbf q|^2=|L\mathbf q|^2$, where the rows of $L$ are the gradients of $M$, $s_z$ and $s_\perp-\eta$. Hence $J$ is an orthogonal matrix times $L$, and

$$|\det J|=\frac{|s_xs_y|}{\eta}\,|\cos k_y-2\cos k_x|=\frac{0.460\times0.655}{0.8}\times1.020=0.384, \tag{15}$$

in units of $(ta)^3$. This agrees with the value obtained from the velocity matrix. The sphere fluxes give $C=-1$ for $k_xk_y>0$ and $C=+1$ for $k_xk_y<0$: equal charges at $\pm\mathbf k$, total zero.

These four points are also related by reflections of $k_x$ and $k_y$, so the example does not yet isolate time reversal. Add $g(s_x\sigma_x+s_z\tau_z\sigma_y+s_z\sigma_z)$ with $g=0.1$, which is even under time reversal and odd under inversion. At a test momentum, every mirror or twofold axis along $x,y,z$ now changes some level by at least $0.06\,t$, while $\mathbf k\to-\mathbf k$ leaves the levels unchanged. A numerical search for gap closings still finds four nodes. The positive pair has moved to $\pm(0.4223,-0.7578,0)$ and the negative pair to $\pm(0.5449,0.6564,0)$. The pairs are no longer mirror images, but each remains a pair. This agrees with (9), but it still does not single out time reversal. On the plane $k_z=0$ the model obeys $\sigma_zH(k_x,k_y,0)\sigma_z=H(-k_x,-k_y,0)$, because the only term that breaks the twofold rotation about $z$, $g s_z\tau_z\sigma_y$, vanishes there. This relation alone would also place the nodes at opposite momenta.

The nodes stay at $k_z=0$ for a reason special to this model. There all remaining terms anticommute with $\tau_x\sigma_z$, so $H$ is off-diagonal in the eigenbasis of that matrix. A zero level requires one complex determinant to vanish, which is two real conditions on $k_x$ and $k_y$. Simple zeros of this kind shift within the plane under a small change of the terms that keeps this anticommutation. Other changes need not leave them there: the term $s_x\sigma_z$, which is even under time reversal but commutes with $\tau_x\sigma_z$, moves the nodes off the plane, where they remain pairs of equal charge at $\pm\mathbf k$.

**Inversion without time reversal.** Add instead $0.15\,\sigma_x+0.9\,\sigma_z$ to $H_0$. The search finds two nodes, $C=-1$ at $(0.1505,0,1.1190)$ and $C=+1$ at the opposite momentum. The slice Chern number is 1 at $k_z=0$ and 0 at $k_z=\pi$; its change, $-1$, is the charge of the node between the two planes. This model also obeys $\tau_zH(\mathbf k)^*\tau_z=H(-k_x,k_y,-k_z)$, a mirror combined with time reversal. Since both nodes lie at $k_y=0$, this operation relates them as well, so the example agrees with (10) without isolating inversion.

**Neither symmetry.** With both this field and the $g$ term, but $\eta=0$, the nodes lie at $(-0.1341,0,-0.9315)$ and $(0.1641,0,1.3707)$. Their momenta are no longer opposite. Their charges, $+1$ and $-1$, still cancel, as (7) requires without any help from symmetry.

## When nodes sit at invariant momenta

A two-band model with spin shows how the rule of four fails. Let

$$H=s_x\sigma_x+s_y\sigma_y+(\sin k_z+\alpha\sin2k_z)\sigma_z,\quad \alpha=\tfrac14(1+\cos k_x)(1+\cos k_y). \tag{16}$$

Every coefficient is odd in $\mathbf k$, so time reversal with $\Theta^2=-1$ holds, and here $n=1$. Nodes need $s_x=s_y=0$ and $\sin k_z(1+2\alpha\cos k_z)=0$. The first factor gives the eight TRIMs. The second has a solution where $\alpha=1$, on the line $k_x=k_y=0$, but none on the other three lines, where $\alpha=0$. It gives $\cos k_z=-\tfrac12$, or $k_z=\pm2\pi/3=\pm2.0944$. These are the two generic nodes.

At every node the derivatives of $\alpha$ with respect to $k_x$ and $k_y$ vanish, so

$$\det J=\cos k_x\cos k_y(\cos k_z+2\alpha\cos2k_z).$$

On the line $k_x=k_y=0$ this equals $3$ at $k_z=0$, $1$ at $k_z=\pi$ and $-\tfrac12-1=-1.5$ at each generic node. On each of the other lines the charges at $k_z=0$ and $k_z=\pi$ cancel. The TRIMs thus carry $S=+2$ and the generic nodes $-2$. Equation (12) with $p=0$ gives a generic count of two. Pairing and zero total charge both hold; what fails is the assumption that the generic nodes must balance among themselves. The numerical output lists the nodes and charges of the four-band models and the two generic nodes of (16); for the eight TRIM nodes of (16) it gives their number and summed charge.

## Values computed for the example and the checks

```
mass m = 3.4 t, ax = 1.0 t, ay = 2.0 t, az = 1.0 t
eta = 0.8 t, g = 0.1 t, bx = 0.15 t, bz = 0.9 t
both symmetries: 0 nodes, total charge 0
time reversal, simple: 4 nodes, total charge 0
  k = (  0.4780, -0.7136,  0.0000) 1/a, C = +1, det J = +0.3838 (t a)^3
  k = ( -0.4780,  0.7136,  0.0000) 1/a, C = +1, det J = +0.3838 (t a)^3
  k = (  0.4780,  0.7136,  0.0000) 1/a, C = -1, det J = -0.3838 (t a)^3
  k = ( -0.4780, -0.7136,  0.0000) 1/a, C = -1, det J = -0.3838 (t a)^3
time reversal only: 4 nodes, total charge 0
  k = (  0.4223, -0.7578,  0.0000) 1/a, C = +1, det J = +0.4138 (t a)^3
  k = ( -0.4223,  0.7578,  0.0000) 1/a, C = +1, det J = +0.4138 (t a)^3
  k = (  0.5449,  0.6564,  0.0000) 1/a, C = -1, det J = -0.3447 (t a)^3
  k = ( -0.5449, -0.6564,  0.0000) 1/a, C = -1, det J = -0.3447 (t a)^3
inversion only: 2 nodes, total charge 0
  k = ( -0.1505,  0.0000, -1.1190) 1/a, C = +1, det J = +0.4069 (t a)^3
  k = (  0.1505,  0.0000,  1.1190) 1/a, C = -1, det J = -0.4069 (t a)^3
neither symmetry: 2 nodes, total charge 0
  k = ( -0.1341,  0.0000, -0.9315) 1/a, C = +1, det J = +0.4919 (t a)^3
  k = (  0.1641,  0.0000,  1.3707) 1/a, C = -1, det J = -0.3346 (t a)^3
quadratic equation: cos kx = 0.88792, cos ky = 0.75604
  |kx| = 0.4780 1/a, |ky| = 0.7136 1/a
smallest level change under a mirror or twofold axis: 0.06248 t
curvature Omega (a^2) at k = [0.7 0.9 0.5] 1/a and at -k:
  time reversal only: [-0.0154 -0.0574 -0.2157] and [0.0154 0.0574 0.2157]
  inversion only: [-0.0864 -0.301   0.4698] and [-0.0864 -0.301   0.4698]
divergence terms, neither symmetry: [-0.0982  0.048   0.0503] a^3
  |sum| below 1e-4 a^3: True
inversion only, slice Chern number: kz = 0: 1, kz = pi/a: 0
  charge of the node between them: -1
Kramers-Weyl model: 8 TRIM nodes, charge sum +2
  its generic part: 2 nodes, total charge -2
  k = (  0.0000,  0.0000,  2.0944) 1/a, C = -1, det J = -1.5000 (t a)^3
  k = (  0.0000,  0.0000, -2.0944) 1/a, C = -1, det J = -1.5000 (t a)^3
```
